# Homoconjugation in Acid Titration: Fixed Midpoint, Steeper Curve

## The decision: which titration points give the pKa?

An acid is titrated in acetonitrile, and its pKa is to be calculated from the measured acidities. A simple calculation takes any point, with neutralized fraction $x$, and subtracts $\log_{10}[x/(1-x)]$ from the pH. Suppose that the anion also binds a molecule of the acid that has not yet been neutralized:

$$\mathrm{HA}+\mathrm{A^-}\rightleftharpoons\mathrm{HA_2^-}.$$

This is homoconjugation. The calculation must then either include its equilibrium constant, which may be unknown, or use points at which the constant drops out. The half-neutralized solution is such a point. Away from it the simple subtraction gives a wrong pKa, and the size of the error depends on concentration.

Here pH means $-\log_{10}a_{\mathrm H}$, with $a_{\mathrm H}$ the proton activity on the solvent's own scale. Concentrations are in mol/L, and are divided by 1 mol/L inside logarithms.

## Stage 1: no homoconjugation

Let $C$ be the total concentration of acid, neutralized or not. A strong base neutralizes the fraction $x$ and leaves its cation $\mathrm{M^+}$ at concentration $xC$. I assume for now that

- the solution is ideal, so activities equal concentrations;
- the salt is fully dissociated;
- $C$ stays constant during the titration;
- free protons and ions made from the solvent are negligible beside both $xC$ and $(1-x)C$.

Then $[\mathrm{A^-}]=xC$ and $[\mathrm{HA}]=(1-x)C$. The dissociation law $K_a=a_{\mathrm H}[\mathrm{A^-}]/[\mathrm{HA}]$ gives

$$\mathrm{pH}=\mathrm{p}K_a+\log_{10}\frac{[\mathrm{A^-}]}{[\mathrm{HA}]}
=\mathrm{p}K_a+\log_{10}\frac{x}{1-x}.$$

It is easier to differentiate the natural logarithm:

$$\frac{d}{dx}\ln\frac{x}{1-x}=\frac1x+\frac1{1-x}=\frac1{x(1-x)}.$$

At $x=1/2$ this is 4. Division by $\ln10$ converts it to pH per unit $x$, which gives 1.737. This is the reference curve.

## Stage 2: add the complex

Define the dimensionless quantities

$$a=\frac{[\mathrm{A^-}]}C,\quad b=\frac{[\mathrm{HA}]}C,\quad
y=\frac{[\mathrm{HA_2^-}]}C,\quad \kappa=KC,$$

where $K=[\mathrm{HA_2^-}]/([\mathrm{HA}][\mathrm{A^-}])$. Substituting the concentrations into $K$ gives $y=\kappa ab$.

The complex carries one negative charge and contains two acid units. Electroneutrality and conservation of acid therefore read

$$a+y=x,\qquad a+b+2y=1.$$

Subtracting the first from the second leaves $b+y=1-x$. Each complex thus removes one free anion and one free acid molecule. The difference of the two balances is

$$a-b=2x-1.$$

At $x=1/2$ this gives $a=b$ for any $\kappa$. The dissociation law still relates the proton to the free species, so

$$\mathrm{pH}=\mathrm{p}K_a+\log_{10}(a/b),\qquad \mathrm{pH}(1/2)=\mathrm{p}K_a.$$

The complex may hold most of the material, but it takes equally from both sides of the ratio.

There is a wider symmetry. Replacing $x$ by $1-x$ exchanges $a$ and $b$ in the balances and leaves $y=\kappa ab$ unchanged. Hence $\mathrm{pH}(x)+\mathrm{pH}(1-x)=2\,\mathrm{p}K_a$. Two points placed symmetrically about the midpoint, at the same $C$, also give the pKa without $K$.

### The concentrations

Insert $a=x-y$ and $b=1-x-y$ into $y=\kappa ab$:

$$y=\kappa[x(1-x)-y+y^2],$$

$$\kappa y^2-(\kappa+1)y+\kappa x(1-x)=0.$$

The left side is positive at $y=0$. At $y=\min(x,1-x)$ either $a$ or $b$ vanishes, and the left side, which equals $\kappa ab-y$, is negative. The smaller root therefore lies in the permitted interval and the larger one lies above it. Multiplying the numerator and denominator of the smaller root by the conjugate expression gives

$$y=\frac{2\kappa x(1-x)}{\kappa+1+\sqrt{(\kappa+1)^2-4\kappa^2x(1-x)}}.$$

As $\kappa\to0$, $y\to0$ and stage 1 returns.

### The displacement

Write the two balances as

$$x=a(1+\kappa b),\qquad 1-x=b(1+\kappa a).$$

Dividing them and solving for $a/b$ gives

$$\frac ab=\frac{x}{1-x}\,\frac{1+\kappa a}{1+\kappa b}.$$

The displacement from the reference curve, at the same $x$, $C$ and pKa, is

$$\Delta=\log_{10}\frac{1+\kappa a}{1+\kappa b}.$$

Since $a-b=2x-1$, $\Delta$ is negative before the midpoint and positive after it. Early in the titration the complex takes up a larger share of the few anions than of the plentiful acid, which makes the solution more acidic. Late in the titration it takes up a larger share of the remaining acid than of the anions, which makes the solution less acidic.

As $x\to0$, $a\to0$ and $b\to1$, so $\Delta\to-\log_{10}(1+\kappa)$. As $x\to1$, the limit is $+\log_{10}(1+\kappa)$. These are limits of the ideal model; stage 5 shows where free protons spoil the first one.

## Stage 3: the slope

A curve that is low on the left and high on the right must be steeper on average, but that does not settle the slope at each point. Differentiate the two balances, with primes for $d/dx$ at fixed $\kappa$:

$$(1+\kappa b)a'+\kappa a\,b'=1,$$

$$\kappa b\,a'+(1+\kappa a)b'=-1.$$

The determinant of this linear system is

$$D=(1+\kappa b)(1+\kappa a)-\kappa^2ab=1+\kappa(a+b).$$

Cramer's rule gives

$$a'=\frac{(1+\kappa a)+\kappa a}{D}=\frac{1+2\kappa a}{D},$$

$$b'=\frac{-(1+\kappa b)-\kappa b}{D}=-\frac{1+2\kappa b}{D}.$$

The logarithmic slope, called $S$, is therefore

$$S=\frac{a'}a-\frac{b'}b
=\frac1D\left(\frac1a+\frac1b+4\kappa\right)
=\frac{a+b+4\kappa ab}{abD}.$$

To compare it with the reference slope $1/[x(1-x)]$, multiply the two balances:

$$x(1-x)=ab(1+\kappa a)(1+\kappa b)=ab(D+\kappa^2ab).$$

Conservation of acid, $a+b+2\kappa ab=1$, also gives $a+b+4\kappa ab=1+2\kappa ab$. The ratio of the slopes is then

$$R=x(1-x)S=(1+2\kappa ab)\left(1+\frac{\kappa^2ab}{D}\right).$$

For $\kappa>0$ and $0<x<1$ both factors exceed 1. Within this model the curve is steeper at every interior point, including the midpoint, where the pH itself has not moved.

**Weak-binding limit.** For small $\kappa$, $ab\approx x(1-x)$ and the second factor differs from 1 only at order $\kappa^2$. Thus $R\approx1+2\kappa x(1-x)$, and the relative steepening is largest at the centre.

**Midpoint.** With $a=b$, the balance is $a+\kappa a^2=1/2$. Its positive root is

$$a=\frac{\sqrt{1+2\kappa}-1}{2\kappa}.$$

The slope formula reduces to

$$S=\frac{2a+4\kappa a^2}{a^2(1+2\kappa a)}=\frac2a
=2\left(1+\sqrt{1+2\kappa}\right).$$

In the last step $1/a$ was rationalized with $(\sqrt{1+2\kappa}-1)(\sqrt{1+2\kappa}+1)=2\kappa$. Dividing by 4 gives $R=(1+\sqrt{1+2\kappa})/2$. At $\kappa=0$ it is 1, and for small $\kappa$ it is $1+\kappa/2$, in agreement with the weak-binding limit.

These formulas were tested against a numerical solution of the charge and mass balances with $K_a=10^{-20}$ mol/L and $C=0.010$ mol/L, for $\kappa=0.3$, 12 and 300 and eight fractions from 0.02 to 0.98. The values of $\ln(a/b)$ agreed within $10^{-8}$, and the finite-difference slopes within one part in $10^4$.

## Stage 4: the shape changes at $\kappa=4$

The reference curve is flattest at the midpoint. To see whether this survives, set $u=a-b=2x-1$ and $s=a+b$. Then $a=(s+u)/2$, $b=(s-u)/2$ and

$$\ln\frac ab=2\,\mathrm{artanh}\frac us.$$

Since $ab=(s^2-u^2)/4$, conservation of acid becomes

$$s+\frac{\kappa}{2}(s^2-u^2)=1.$$

Only $u^2$ enters, so near the midpoint $s=s_0+s_2u^2+\dots$. The terms without $u$ give $\kappa s_0=\sqrt{1+2\kappa}-1$. The terms in $u^2$ give

$$s_2(1+\kappa s_0)=\frac\kappa2,\qquad s_2=\frac{\kappa}{2(1+\kappa s_0)}.$$

With $u/s=u/s_0-s_2u^3/s_0^2+\dots$ and $\mathrm{artanh}\,z=z+z^3/3+\dots$,

$$\ln\frac ab=\frac{2u}{s_0}+\frac{2u^3}{s_0^3}\left(\frac13-s_0s_2\right)+\dots$$

The slope has a local minimum at the midpoint if the bracket is positive and a local maximum if it is negative. The bracket vanishes when

$$\frac{\kappa s_0}{2(1+\kappa s_0)}=\frac13,$$

that is, when $\kappa s_0=2$. Then $\sqrt{1+2\kappa}=3$ and $\kappa=4$. Numerical slopes at $x=0.500$ and 0.505 confirm the change: the slope rises away from the midpoint for $\kappa=3.8$ and falls for $\kappa=4.2$.

**Strong-binding limit.** For $\kappa\to\infty$ at fixed $x<1/2$, nearly every anion is complexed. Then $y\approx x$, $b\approx1-2x$, and $y=\kappa ab$ gives $a\approx x/[\kappa(1-2x)]$. Hence

$$\ln\frac ab\approx\ln x-2\ln(1-2x)-\ln\kappa,\qquad
S\approx\frac1x+\frac4{1-2x}.$$

Setting the derivative to zero gives $1/x^2=8/(1-2x)^2$, so $x=1/(2+2\sqrt2)\approx0.207$. There is a flatter region, still steeper than the reference curve, on each side of a steep centre: one where acid and complex coexist, the other where complex and anion coexist.

## Stage 5: restore what was left out

**Free protons.** With $[\mathrm{H^+}]$ retained, electroneutrality is $a+y=x+[\mathrm{H^+}]/C$, and conservation of acid then gives $b+y=1-x-[\mathrm{H^+}]/C$. The earlier solution holds with $x$ replaced by $x+[\mathrm{H^+}]/C$. At half-neutralization $[\mathrm{H^+}]\approx K_a$, so to first order

$$\mathrm{pH}-\mathrm{p}K_a\approx
\frac{K_a}{C}\,\frac{2(1+\sqrt{1+2\kappa})}{\ln10}.$$

The steeper the curve, the more a given amount of dissociation moves the midpoint. Since $S=2/a$ there, the shift is small only if $[\mathrm{H^+}]$ is much less than the free $[\mathrm{A^-}]$. With strong binding this is a stricter condition than the one assumed in stage 1. If $K_a=C$ and $\kappa=12$, the numerical balances give a shift of 0.796 pH units, and the midpoint rule has failed. At $K_a=C$ it fails without homoconjugation too, by 0.55; the complex enlarges the error.

Near the start the condition is stricter. There $a/b\approx x/(1+\kappa)$, so $[\mathrm{H^+}]\approx K_a(1+\kappa)/x$. Requiring this to be much less than $xC$ gives $x\gg\sqrt{K_a(1+\kappa)/C}$.

**Other complexes.** Let species $i$ contain $m_i$ units of HA and $n_i$ of $\mathrm{A^-}$, at concentration $c_iC$. Counting each kind of unit gives

$$a+\sum_i n_ic_i=x,\qquad b+\sum_i m_ic_i=1-x,$$

so at half-neutralization

$$a-b=\sum_i(m_i-n_i)c_i.$$

The midpoint is protected against species that contain equal numbers of the two units. $\mathrm{HA_2^-}$ is one, and its ion pair with $\mathrm{M^+}$ is another. An ion pair $\mathrm{M^+A^-}$ has $m-n=-1$ and lowers the pH; $\mathrm{(HA)_2A^-}$ has $m-n=1$ and raises it; a neutral dimer $\mathrm{(HA)_2}$ has $m-n=2$ and raises it too.

## Worked example

Take $\mathrm{p}K_a=8.5$, $K=1200$ L/mol and $C=0.010$ mol/L. Then $\kappa=1200\times0.010=12$ and $\sqrt{1+2\kappa}=5$. At half-neutralization

$$a=b=\frac{5-1}{24}=\frac16,\qquad y=12\times\frac1{36}=\frac13.$$

The free anion and free acid are each at 1.67 mmol/L, and the complex is at 3.33 mmol/L. Two thirds of all acid units are in the complex, yet the pH is 8.50.

The midpoint slope is $S=2(1+5)=12$, or $12/2.303=5.21$ pH per unit $x$, three times the reference value. An error of 0.01 in $x$ thus moves the midpoint reading by 0.052 instead of 0.017. The midpoint removes the need for $K$, but it demands a better end point.

| $x$ | reference pH | pH with $\mathrm{HA_2^-}$ | $R$ |
|---|---|---|---|
| 0.10 | 7.546 | 6.562 | 1.300 |
| 0.25 | 8.023 | 7.301 | 1.908 |
| 0.50 | 8.500 | 8.500 | 3.000 |
| 0.75 | 8.977 | 9.699 | 1.908 |
| 0.90 | 9.454 | 10.438 | 1.300 |

The simple subtraction applied at $x=0.25$ would give a pKa of $8.50-0.72=7.78$; at $x=0.75$ it would give 9.22. Their mean is 8.50, as the symmetry requires. Between $x=0.1$ and 0.9 the pH spans 3.88 units instead of 1.91. The limiting end displacement is $\log_{10}13=1.11$.

Because $\kappa$ exceeds 4, the midpoint is a local maximum of slope. The flattest point below it is at $x=0.257$, with a slope of 4.42 pH per unit $x$. This is not yet the strong-binding position.

### Beside a real titration

The parameters are rough typical values for an aromatic sulfonic acid in acetonitrile at room temperature (light can release such acids in a photoresist); they do not describe one compound. Acetonitrile is a poor hydrogen-bond donor, so it solvates the anion weakly and leaves it free to bind HA. The neglected effects were sized at 298.15 K with relative permittivity 36, an ion size of 0.5 nm and a 0.10 mol/L titrant. The association constants are assumed trial values: 10 L/mol for ion pairs, 30 L/mol for adding HA to $\mathrm{HA_2^-}$, and 2 L/mol for hydration of $\mathrm{A^-}$ by 10 mmol/L of water.

| effect | midpoint pH − pKa | midpoint slope |
|---|---|---|
| free protons | +0.0000017 | 5.212 |
| ionic activity | −0.099 | 5.127 |
| ion pairs | −0.021 | 5.074 |
| $\mathrm{(HA)_2A^-}$ | +0.039 | 5.126 |
| hydration | −0.009 | 5.170 |
| dilution | 0 | 5.111 |
| all together | −0.088 | 4.794 |

In this table, where each effect is added alone with the trial constants above, ionic activity shifts the midpoint pH most and ion pairing lowers the midpoint slope most. The second ranking is narrow: activity coefficients weaken the pairing, and dilution can then matter more. The activity coefficient $\gamma$ of $\mathrm{A^-}$ adds $\log_{10}\gamma$ to the pH. It cancels from $K$ here because both anions are given the same charge and size. Its effect on the ion-pair constant is neglected, and the ionic strength is taken as $x$ times the acid concentration, as if no ions were paired. The signs for the three kinds of complex follow the counting rule. Dilution leaves the midpoint pH alone, since the rule holds at any $C$, but lowers the slope by reducing $\kappa$ to $12/1.05=11.4$.

With all these effects present but $K=0$, which also removes the larger aggregate, the midpoint slope is 1.624. Homoconjugation still steepens the centre about threefold. Dimerization of neutral HA and pairing of $\mathrm{HA_2^-}$ with the cation were not included in these numbers. The symmetric-pair rule is less robust than the midpoint: with all effects present, the mean pH of $x=0.25$ and 0.75 lies 0.13 below the pKa, and that of $x=0.1$ and 0.9 lies 0.17 below it.

The midpoint slope can also be used to estimate $K$. Inverting its formula gives

$$\kappa=\tfrac12\left[(S/2-1)^2-1\right].$$

The ideal $S=12$ returns 12. The slope with all effects, 4.794, corresponds to $S=11.04$ and $\kappa=9.7$. With the diluted concentration of 9.52 mmol/L this gives $K\approx1020$ L/mol, 15% below the value put in. The last digits depend on the shortcuts above. With the ion-pair constant corrected for activity and the ionic strength taken from the free ions, the midpoint shift becomes −0.081, the slope 4.84 and $K$ about 1050 L/mol. With the shortcuts kept, ion sizes from 0.35 to 0.7 nm move the shift between −0.093 and −0.083. In this estimate the uncorrected midpoint therefore gives a pKa and a $\log_{10}K$ that are each somewhat less than 0.1 too low. The error in the pKa is reduced by a partial cancellation: $\mathrm{(HA)_2A^-}$ raises the midpoint pH, while ionic activity, ion pairs and hydration lower it. Without the larger aggregate the error is −0.125, and with an ion-pair constant of 100 L/mol, corrected for activity, it is about −0.17, so the bound of 0.1 belongs to the trial constants only.

A resist film is a different case. Its acid and quencher sit in a polymer of low permittivity, where ion pairing can be strong and any hydroxyl groups of the polymer can compete for the anion. The assumption of a fully dissociated salt then fails, and neither the value of $K$ nor the size of the midpoint shift can be carried over from acetonitrile. The titration ranks the acids in that solvent; it does not give the proton activity in the film.

The numerical output below lists the remaining fractions and the inputs.

## Computed results

```
pKa = 8.50; K = 1200 L/mol; C = 0.010 mol/L
kappa = K*C = 12.00 (dimensionless)
half-neutralized [A-] = 1.6667 mmol/L
half-neutralized [HA] = 1.6667 mmol/L
half-neutralized [HA2-] = 3.3333 mmol/L
x | ordinary pH | homoconjugated pH | shift | slope ratio R
0.10 | 7.546 | 6.562 | -0.984 | 1.300
0.25 | 8.023 | 7.301 | -0.722 | 1.908
0.40 | 8.324 | 7.990 | -0.334 | 2.711
0.50 | 8.500 | 8.500 | +0.000 | 3.000
0.60 | 8.676 | 9.010 | +0.334 | 2.711
0.75 | 8.977 | 9.699 | +0.722 | 1.908
0.90 | 9.454 | 10.438 | +0.984 | 1.300
pH span x=0.1 to 0.9, ordinary: 1.908 pH units
pH span x=0.1 to 0.9, homoconjugated: 3.876 pH units
limiting end shift log10(1+kappa) = 1.114 pH units
midpoint d ln([A-]/[HA])/dx = 12.000
midpoint slope, ordinary = 1.737 pH per unit x
midpoint slope, homoconjugated = 5.212 pH per unit x
flattest point below midpoint: x = 0.257, slope = 4.418 pH per unit x
first-order free-H+ midpoint shift = 1.65e-06 pH units
midpoint shift if Ka = C (premise fails) = 0.796 pH units
assumed: T = 298.15 K; relative permittivity = 36; ion size = 0.5 nm
assumed: ion-pair K = 10 L/mol; aggregate K = 30 L/mol
assumed: hydration K = 2 L/mol; water = 10 mmol/L; titrant = 0.10 mol/L
effect | midpoint pH-pKa | midpoint slope (pH per unit x)
ideal | +1.78e-15 | 5.212
free H+ | +1.65e-06 | 5.212
ionic activity | -9.90e-02 | 5.127
salt ion pairs | -2.09e-02 | 5.074
(HA)2A- aggregate | +3.93e-02 | 5.126
anion hydration | -8.60e-03 | 5.170
dilution | +2.84e-14 | 5.111
all together | -8.84e-02 | 4.794
all effects but K = 0: midpoint slope = 1.624 pH per unit x
dilution changes pH at x=0.9 by -0.033 pH units
```
